# Remaining barrier of a truncated harmonic planar channel in a bent crystal: a program that tests the result

```python
# Result under test: a truncated harmonic planar well, U = U0 (x/xc)^2 for |x| <= xc
# and U = U0 outside, in a crystal bent to radius R, keeps the barrier
#     U0 (1 - Rc/R)^2  for R >= Rc,  zero for R < Rc,   Rc = pv xc / (2 U0).
# x: distance from mid-channel, positive away from the centre of curvature
# xc: half the plane spacing; p, v: momentum and speed of the positive particle
# Internal units: nm and eV (momentum as pc in eV, time as ct in nm).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HBARC = const.hbar * const.c / const.e * 1e9
E2 = const.fine_structure * HBARC
MASS = const.m_p * const.c**2 / const.e
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
M = 1e9                                  # nm in one metre

# Rough typical inputs: protons in bent silicon, (110) planes
lattice, U0, pc = 0.543, 20.0, 400e9
R, length, u_th = 10 * M, 2e6, 0.0075
sigma_inel = 0.5e-10                     # nm^2, i.e. 0.5 barn, rough
Z = 14
d = lattice / (2 * np.sqrt(2))
xc = d / 2
beta = pc / np.hypot(pc, MASS)
pv = pc * beta
Rc = pv * xc / (2 * U0)
rho = Rc / R
theta_c = np.sqrt(2 * U0 / pv)
wavelength = 2 * np.pi * xc * np.sqrt(pv / (2 * U0))


def law(radius):
    return U0 * (1 - Rc / radius)**2


def outward_climb(energy):
    """Largest rise met on the way outward from any starting point."""
    highest_ahead = np.maximum.accumulate(energy[::-1])[::-1]
    return np.max(highest_ahead - energy)


grid = np.linspace(-1.5, 1.5, 30001) * xc


def sampled_barrier(radius):
    well = U0 * np.minimum((grid / xc)**2, 1.0)
    return outward_climb(well - pv * grid / radius)


# Barrier from its definition, above and below the critical radius
radii = np.array([1.2, 2, 5, 10, 20, 50]) * M
table = [sampled_barrier(r) for r in radii]
for r, value in zip(radii, table):
    assert abs(value - law(r)) < 1e-5 * U0
R_small = 0.5 * M
barrier_small = sampled_barrier(R_small)
assert barrier_small < 1e-9 * U0 and law(R_small) > 0.1 * U0

# Critical radius as the radius where the sampled well disappears
low, high = 0.1 * M, 10 * M
for _ in range(40):
    middle = 0.5 * (low + high)
    if sampled_barrier(middle) > 1e-9 * U0:
        high = middle
    else:
        low = middle
Rc_sampled = high
assert abs(Rc_sampled / Rc - 1) < 1e-3   # limited by the grid step

# Inner rim is higher than the outer one
inside = np.linspace(-xc, xc, 20001)
tilted = U0 * (inside / xc)**2 - pv * inside / R
x_min = inside[np.argmin(tilted)]
inner_rim = tilted[0] - tilted.min()
assert abs(x_min - rho * xc) < 2e-4 * xc
assert abs(inner_rim - U0 * (1 + rho)**2) < 1e-5 * U0


# Exact relativistic motion in polar coordinates, r = radius + x
def harmonic(x):
    return U0 * (x / xc)**2, 2 * U0 * x / xc**2


def truncated(x):
    return harmonic(x) if abs(x) <= xc else (U0, 0.0)


def orbit(radius, x0, angle, well, duration, **options):
    energy = np.hypot(pc, MASS) + well(x0)[0]
    ang_mom = (radius + x0) * pc * np.cos(angle)

    def rhs(t, state):
        x, p_r = state
        pot, slope = well(x)
        kinetic = energy - pot
        return [p_r / kinetic,
                ang_mom**2 / ((radius + x)**3 * kinetic) - slope]
    return solve_ivp(rhs, (0, duration), [x0, pc * np.sin(angle)],
                     method="DOP853", rtol=1e-9, atol=[1e-10, 1e-2],
                     **options)


def rest_point(radius):
    def net_force(x):
        pot, slope = harmonic(x)
        return pc**2 / ((radius + x) * np.hypot(pc, MASS)) - slope
    return brentq(net_force, -xc, xc, xtol=1e-14)


def turning(t, state):
    return state[1]


turning.terminal = True
turning.direction = -1


def escape_angle(radius):
    """Launch angle at the rest point whose turning point is the outer rim."""
    x0 = rest_point(radius)

    def first_turn(angle):
        run = orbit(radius, x0, angle, harmonic, wavelength, events=turning)
        return run.y_events[0][0][0], run.t_events[0][0]
    angle = brentq(lambda a: first_turn(a)[0] - xc,
                   0.2 * theta_c, 1.5 * theta_c, xtol=1e-13)
    return angle, first_turn(angle)[1]


for r in (2 * M, 5 * M, R):
    angle_escape, quarter = escape_angle(r)
    barrier_orbit = pv * angle_escape**2 / 2
    assert abs(barrier_orbit / law(r) - 1) < 1e-4
    assert abs(angle_escape / (theta_c * (1 - Rc / r)) - 1) < 1e-4
    assert abs(4 * beta * quarter / wavelength - 1) < 1e-4

# Whole crystal, launched inward, 1 % below and 1 % above the escape angle
runs = [orbit(R, rest_point(R), -f * angle_escape, truncated, length / beta,
              max_step=wavelength / 100) for f in (0.99, 1.01)]
kept_max = np.max(np.abs(runs[0].y[0]))
lost_end = runs[1].y[0][-1]
assert kept_max < xc and lost_end > 2 * xc

# Neglected: true well shape (Moliere planes with thermal displacements)
a_scr = 0.8853 * BOHR * Z**(-1 / 3)
weights, decays = (0.1, 0.55, 0.35), (6.0, 1.2, 0.3)
n_atom = 8 / lattice**3


def plane(x):
    return 2 * np.pi * n_atom * d * Z * E2 * a_scr * sum(
        w / b * np.exp(-b * np.abs(x) / a_scr)
        for w, b in zip(weights, decays))


def atom_ring(s, x):
    r = np.hypot(s, x)
    screen = sum(w * np.exp(-b * r / a_scr) for w, b in zip(weights, decays))
    return 2 * np.pi * s * n_atom * d * Z * E2 / r * screen


plane_sum = quad(atom_ring, 0, 3.0, args=(0.05,), limit=200)[0]
assert abs(plane_sum / plane(0.05) - 1) < 1e-6

xm = np.linspace(-xc, xc, 1921)
shift = np.linspace(-6, 6, 241) * u_th
gauss = np.exp(-shift**2 / (2 * u_th**2))
gauss /= gauss.sum()
moliere = sum(plane(xm[:, None] - (j + 0.5) * d - shift) @ gauss
              for j in range(-5, 5))
mol_depth = moliere.max() - moliere.min()
mol_Rc = pv / np.max(np.gradient(moliere, xm))
mol_tilted = moliere - pv * xm / R
mol_barrier = outward_climb(mol_tilted)
mol_law = mol_depth * (1 - mol_Rc / R)**2
first_order = pv / R * d / 2
assert abs((mol_depth - mol_barrier) / first_order - 1) < 0.15
assert abs((U0 - sampled_barrier(R)) / first_order - 1) < 0.15

# Neglected: nuclei near the planes, usable rim moved inward
edge = xc - 2 * u_th
xe = np.linspace(-xc, edge, 20001)
edge_barrier = outward_climb(U0 * (xe / xc)**2 - pv * xe / R)
assert abs(edge_barrier - U0 * (edge / xc - rho)**2) < 1e-5 * U0
mol_edge = outward_climb(mol_tilted[xm <= edge])

# Neglected: growth of transverse energy by Rutherford scattering
angle_low = HBARC / (a_scr * pc)
log_angle = np.log(theta_c / angle_low)


def heating(density, charge):
    return 2 * np.pi * density * charge**2 * E2**2 / pv * log_angle


def kick(log_t):
    t = np.exp(log_t)
    cross = (Z * E2 / (2 * pv))**2 / np.sin(t / 2)**4
    return t * np.sin(t) * cross * np.pi * t**2 * pv / 2


heat_sum = n_atom * quad(kick, np.log(angle_low), np.log(theta_c))[0]
assert abs(heat_sum / heating(n_atom, Z) - 1) < 1e-6
heat_el = heating(n_atom * Z, 1) * 1e6
n_plane = n_atom * d / (np.sqrt(2 * np.pi) * u_th)
heat_nuc = heating(n_plane, Z) * 1e6
inelastic = 1 - np.exp(-n_atom * sigma_inel * length)

# Neglected: quantum levels, spacing from the integrated period
spacing = HBARC * 2 * np.pi / (4 * quarter)

print(f"lattice constant (rough input)      {lattice:.3f} nm")
print(f"plane spacing d                     {d:.4f} nm")
print(f"half spacing xc                     {xc:.4f} nm")
print(f"well depth U0 (rough input)         {U0:.1f} eV")
print(f"momentum p (input)                  {pc/1e9:.1f} GeV/c")
print(f"pv                                  {pv/1e9:.3f} GeV")
print(f"bend radius R (input)               {R/M:.1f} m")
print(f"crystal length (input)              {length/1e6:.1f} mm")
print(f"bend angle                          {length/R*1e6:.1f} urad")
print(f"largest restoring force 2U0/xc      {2*U0/xc:.1f} eV/nm")
print(f"centrifugal force pv/R              {pv/R:.2f} eV/nm")
print(f"Rc, formula                         {Rc/M:.4f} m")
print(f"Rc, where sampled well vanishes     {Rc_sampled/M:.4f} m")
print(f"Rc/R                                {rho:.4f}")
print(f"shifted minimum x_m                 {rho*xc:.5f} nm")
print(f"barrier, formula                    {law(R):.3f} eV")
print(f"barrier, sampled potential          {sampled_barrier(R):.3f} eV")
print(f"barrier, exact orbits               {barrier_orbit:.3f} eV")
print(f"inner rim above minimum             {inner_rim:.3f} eV")
print(f"critical angle, straight            {theta_c*1e6:.3f} urad")
print(f"critical angle, bent (orbits)       {angle_escape*1e6:.3f} urad")
print(f"oscillation wavelength              {wavelength/1e3:.2f} um")
print(f"largest |x|, 1% below escape angle  {kept_max:.4f} nm")
print(f"final x, 1% above escape angle      {lost_end:.1f} nm")
for r, value in zip(radii, table):
    print(f"R = {r/M:4.1f} m: barrier sampled {value:7.3f} eV,"
          f" formula {law(r):7.3f} eV")
print(f"R = {R_small/M:4.1f} m: barrier sampled {barrier_small:7.3f} eV,"
      f" bare square {law(R_small):7.3f} eV")
print(f"first-order barrier loss (pv/R)d/2  {first_order:.3f} eV")
print(f"thermal displacement (rough input)  {u_th:.4f} nm")
print(f"Moliere depth, straight             {mol_depth:.2f} eV")
print(f"Moliere critical radius             {mol_Rc/M:.3f} m")
print(f"Moliere barrier at R                {mol_barrier:.2f} eV")
print(f"harmonic law with Moliere U0, Rc    {mol_law:.2f} eV")
print(f"usable rim x_e                      {edge:.4f} nm")
print(f"barrier to x_e, harmonic            {edge_barrier:.2f} eV")
print(f"barrier to x_e, Moliere             {mol_edge:.2f} eV")
print(f"screening length                    {a_scr:.4f} nm")
print(f"scattering logarithm                {log_angle:.2f}")
print(f"heating by electrons (mean density) {heat_el:.3f} eV/mm")
print(f"heating by electrons, whole crystal {heat_el*length/1e6:.3f} eV")
print(f"heating by nuclei at a plane        {heat_nuc:.1f} eV/mm")
print(f"inelastic cross-section (rough)     {sigma_inel*1e10:.1f} barn")
print(f"inelastic loss in crystal           {100*inelastic:.2f} %")
print(f"quantum level spacing               {spacing:.4f} eV")
print(f"barrier / level spacing             {law(R)/spacing:.0f}")
print("all tests passed")
```

Printed output:

```
lattice constant (rough input)      0.543 nm
plane spacing d                     0.1920 nm
half spacing xc                     0.0960 nm
well depth U0 (rough input)         20.0 eV
momentum p (input)                  400.0 GeV/c
pv                                  399.999 GeV
bend radius R (input)               10.0 m
crystal length (input)              2.0 mm
bend angle                          200.0 urad
largest restoring force 2U0/xc      416.7 eV/nm
centrifugal force pv/R              40.00 eV/nm
Rc, formula                         0.9599 m
Rc, where sampled well vanishes     0.9599 m
Rc/R                                0.0960
shifted minimum x_m                 0.00921 nm
barrier, formula                    16.345 eV
barrier, sampled potential          16.345 eV
barrier, exact orbits               16.345 eV
inner rim above minimum             24.024 eV
critical angle, straight            10.000 urad
critical angle, bent (orbits)       9.040 urad
oscillation wavelength              60.31 um
largest |x|, 1% below escape angle  0.0951 nm
final x, 1% above escape angle      193.9 nm
R =  1.2 m: barrier sampled   0.801 eV, formula   0.801 eV
R =  2.0 m: barrier sampled   5.409 eV, formula   5.409 eV
R =  5.0 m: barrier sampled  13.058 eV, formula  13.058 eV
R = 10.0 m: barrier sampled  16.345 eV, formula  16.345 eV
R = 20.0 m: barrier sampled  18.126 eV, formula  18.126 eV
R = 50.0 m: barrier sampled  19.239 eV, formula  19.239 eV
R =  0.5 m: barrier sampled   0.000 eV, bare square  16.920 eV
first-order barrier loss (pv/R)d/2  3.840 eV
thermal displacement (rough input)  0.0075 nm
Moliere depth, straight             22.72 eV
Moliere critical radius             0.678 m
Moliere barrier at R                19.12 eV
harmonic law with Moliere U0, Rc    19.74 eV
usable rim x_e                      0.0810 nm
barrier to x_e, harmonic            11.18 eV
barrier to x_e, Moliere             13.35 eV
screening length                    0.0194 nm
scattering logarithm                5.98
heating by electrons (mean density) 0.136 eV/mm
heating by electrons, whole crystal 0.272 eV
heating by nuclei at a plane        19.5 eV/mm
inelastic cross-section (rough)     0.5 barn
inelastic loss in crystal           0.50 %
quantum level spacing               0.0206 eV
barrier / level spacing             795
all tests passed
```
